Does an ion feel the mean potential step at a liquid surface?

**Question**

I computed a slab of liquid water with density-functional theory and averaged the electrostatic potential over planes parallel to the surface. The interior lies several volts above the vacuum. I want the redox level of a dissolved ion relative to vacuum, and it looks as if every cation pays several eV to cross the surface, while every anion gains as much. A point-charge water model gives a much smaller step of the opposite sign. Which step does the ion feel? And if it is not the first, why do people add that step to the levels they get from periodic cells?

**Answer**

The ion feels neither step. The plane average includes the interiors of the molecules, where the potential is high and where the ion does not go. To see how much this matters, split the step into molecular moments and then do the same for the potential at the centre of a cavity.

**Conventions**

I use Rydberg units: e² = 2 and lengths in a0. V is the electrostatic energy of a unit positive test charge, so V in eV equals the potential in volts. Charges q are in units of e, and n is the number of molecules per volume. For each neutral molecule, with positions r measured from a chosen molecular centre, define

p = Σ q r,  Q_ij = Σ q r_i r_j,  Θ = Q_xx + Q_yy + Q_zz = Σ q r².

The sums run over nuclei and electron density. Electrons reach further out than nuclei, so Θ is usually negative. I assume that the liquid's charge density is a sum of rigid neutral molecular densities and that the bulk is isotropic.

**The mean step**

Let the liquid lie at small z and the vacuum at large z. With ρ(z) the plane-averaged charge density, Poisson's equation is

V'' = −8πρ.

The factor is 4π times e² = 2. Deep in the liquid the averaged field vanishes, so one integration gives

V'(z) = −8π m(z),  m(z) = ∫ ρ dz' from deep in the liquid up to z.

Integrate again, by parts. The boundary term z·m(z) vanishes at both ends, because m is zero in the bulk and, by neutrality, in the vacuum. Hence

V_vac − V_mean = −8π ∫ m dz = +8π ∫ zρ dz,
V_mean − V_vac = −8π ∫ zρ dz.

Now express ρ through the molecules. A charge q at height u above its molecular centre Z contributes q g(Z+u) to the integral of ρ against a smooth function g. Expand g in u, sum over molecules, and move the derivatives from g onto the coefficients by partial integration:

ρ = −P' + ½S'' − (1/6)T''' + …

Here P is the density of dipole components along the outward normal, S = n⟨Q_zz⟩, and T is the corresponding third-moment density. Each term contributes to ∫ zρ dz as follows.

- Dipole: −∫ zP' dz = ∫ P dz, since P vanishes in an isotropic bulk and in vacuum.
- Second moment: ½∫ zS'' dz = −½∫ S' dz = −½(0 − S_bulk) = ½S_bulk.
- Third moment: −(1/6)∫ zT''' dz = (1/6)∫ T'' dz = 0, since T' vanishes at both ends. Higher moments carry still more derivatives and vanish likewise.

In the isotropic bulk ⟨Q_zz⟩ = Θ/3, so S_bulk = nΘ/3 and

V_mean − V_vac = −8π ∫ P dz − (4π/3) nΘ.

The first term depends on how molecules are oriented at the surface. The second depends only on the molecule and the bulk density, and it is there even if no molecule at the surface has a preferred direction.

**Numbers for a real molecule**

I have not computed water here. I take ammonia, another small polar hydride with ten electrons, at the PBE/aug-cc-pVDZ level and a round chosen geometry. The density is one molecule per 270 a0³, n = 0.003704 a0⁻³. This leaves out polarization by neighbours, thermal sampling, and the errors of functional and basis. The nuclei contribute 10.83 and the electrons −27.35 to Θ about nitrogen:

Θ = 10.83 − 27.35 = −16.52 e a0².

The second-moment part of the step is therefore

−(4π/3)(0.003704)(−16.52) = +0.256 Ry = 3.49 eV.

The surface needs an orientational model. I let the mean cosine between the dipole and the outward normal peak at 0.10, with a Gaussian profile of standard deviation 2 a0, centred where the density has fallen to half. The density profile is antisymmetric about that half value, so the integral of n⟨cos⟩ is n × 0.10 × ½√(2π) × 2 = 0.251 n. With p = 0.579 e a0,

−8π(0.003704)(0.579)(0.251) = −0.0135 Ry.

The sum is 0.243 Ry. Building the slab's charge density from the computed molecule and integrating Poisson's equation directly gives the same value, 3.30 eV. The last digits depend on the basis. With aug-cc-pVTZ, Θ becomes −16.45 e a0², p becomes 0.575 e a0, the second-moment part 3.47 eV and the sum 3.29 eV. The quantities derived below shift by comparable relative amounts, under 1 %, except the small density-tail terms, which shift more: the tail term at 6.5 a0 falls from 0.0002 to 0.0001 Ry.

How much order would make the two parts comparable? A layer of thickness L with fully aligned dipoles contributes 8πnpL in magnitude. Equating this to (4π/3)n|Θ| gives

L = |Θ|/(6p) = 16.52/(6 × 0.579) = 4.75 a0.

The second moment thus dominates unless the surface is ordered to the equivalent of a fully aligned layer almost 5 a0 thick.

**Does the split depend on the chosen centre?**

For a polar molecule, yes. Move the centre by d along the dipole. Then

Θ_new = Σ q|r − d|² = Θ − 2pd,

because the d² term multiplies zero net charge. The second-moment part rises by 8πnpd/3. The dipole part compensates. Count the molecules outside a plane deep in the bulk: with the new centres, molecules whose dipole makes an angle θ with the normal are counted from a depth greater by d cos θ. This adds n d cos θ molecules per area, each with dipole component p cos θ. Since ⟨cos²θ⟩ = 1/3 in the bulk, ∫ P dz grows by npd/3, and the dipole part falls by 8πnpd/3.

For d = 1 a0 the parts become 0.2742 and −0.0315 Ry, and their sum is still 0.2427 Ry. The centre is a convention. The conclusion that the second moment dominates survives this shift, which is more than half the N–H distance.

**Where in space the large term is made**

Average one molecule over all orientations. Each charge q_k at radius r_k becomes a spherical shell, so the potential is

v(r) = 2 Σ q_k / max(r, r_k).

Integrate over a large sphere of radius L. The region inside the shell gives r_k²/3 and the region outside gives (L² − r_k²)/2:

∫ v d³r = 8π Σ q_k [r_k²/3 + (L² − r_k²)/2] = 8π Σ q_k [L²/2 − r_k²/6] = −(4π/3)Θ.

The L² term drops out by neutrality. Multiplied by n, this is the second-moment part of the step. But beyond the outermost charge v(r) = 2(Σ q_k)/r = 0. The whole term is the volume average of a potential confined to the molecules.

For ammonia, 98.5 % of it comes from within 4 a0 of nitrogen. The averaged potential is 2.25 Ry at 1 a0, 0.0068 Ry at 4 a0 and 0.0002 Ry at 6 a0.

**The potential in a cavity**

Put the origin at the centre of a cavity. A molecule sits at distance R in the direction r̂. If all of its charge lies closer to the molecular centre than R, its potential at the cavity centre is

2 Σ q/|R r̂ + r| = 2 Σ q [1/R − (r·r̂)/R² + (3(r·r̂)² − r²)/(2R³) + …]
= −2p_r/R² + (3Q_rr − Θ)/R³ + …

Multiply by 4πR²n and integrate over R:

V_wall = −8π ∫ P_r dR + 4π ∫ n⟨3Q_rr − Θ⟩ dR/R + …

For random orientations ⟨Q_rr⟩ = Θ/3 and the second integrand vanishes. More strongly, add any spherical neutral charge to a molecule, with second moment δΘ. Then Q_rr changes by δΘ/3 and 3Q_rr − Θ does not change at all. The trace is therefore invisible at the cavity centre in every configuration, not just on average, as long as charge does not penetrate. The omitted terms involve third and higher multipoles. They average out if the orientational distribution contains only ⟨cos θ⟩ and ⟨P₂⟩, where P₂ = (3cos²θ − 1)/2, as in my model.

The outer surface of the liquid adds its own dipole term. Its quadrupole term carries 1/R and vanishes when that surface is far away. So

V_cav − V_vac = −8π ∫ P dz (outer surface) + V_wall.

For the example, nitrogen sites begin at 6.5 a0 from the centre. At contact ⟨cos θ⟩ = 0.10 and ⟨P₂⟩ = 0.05, both decaying over 2 a0. Here θ is measured from r̂, so the dipoles point away from the cavity, whereas at the outer surface they point towards the vacuum. The dipole term of the wall is

−8π(0.003704)(0.579)(0.10 × 2) = −0.0108 Ry.

Ammonia's second-moment tensor is axially symmetric, so ⟨3Q_rr − Θ⟩ is ⟨P₂⟩ times its axial value, −4.175 e a0². This gives −0.0024 Ry. Penetrating density tails add 0.0002 Ry. The total is −0.0130 Ry, which a direct Coulomb sum over the molecular charge reproduces. With the outer surface included,

V_cav − V_vac = −0.0135 − 0.0130 = −0.0265 Ry = −0.36 eV.

The mean step was +3.30 eV. The cavity potential is smaller by about a factor of nine and here has the opposite sign. Its value reflects my chosen order parameters, and it is not a prediction for liquid ammonia. If the wall dipoles pointed into the cavity, as they point into the vacuum at the outer surface, the two dipole terms would largely cancel and the result would be −0.0049 Ry = −0.07 eV. What is general is the absence of Θ. That the remainder is small requires weak orientational order. With strongly aligned molecules at either surface, the cavity potential could itself reach volts.

**Two comparisons that isolate the cause**

First, give each molecule a neutral dressing: charge +4.129 spread over a spherical shell of radius 2 a0 around nitrogen, and −4.129 at its centre. The added second moment is 4.129 × 2² = 16.52 e a0², so the total Θ is zero. The mean step falls from 0.243 to −0.0135 Ry, the surface dipole part alone. The wall potential stays at −0.0130 Ry. Two liquids can thus have mean steps that differ by more than 3 V and still present the same potential to an ion.

Second, replace the molecule by point charges at the nuclei with the same dipole. Each hydrogen carries 0.273, and nitrogen the opposite of their sum. Now the positive charge is on the outside and

Θ = 3 × 0.273 × 1.9² = +2.96 e a0².

The mean step becomes −0.0594 Ry = −0.81 eV. This is the kind of sign change you saw for water. The wall potential is −0.0118 Ry, close to the −0.0130 Ry of the full density. The dipole terms agree, and the difference comes from the model's different quadrupole and from its lack of density tails.

**From a point to an ion**

An ion has a size. Suppose its charge is rigid and spherical and does not overlap the solvent's charge. Inside the cavity ∇²V = 0. The average of V over a sphere of radius a changes with a at a rate equal to the flux of ∇V divided by 4πa², and that flux is zero by Gauss's theorem. The average therefore equals V at the centre, and the ion's energy is its net charge times that value.

As a test, I placed six randomly turned ammonia molecules 8 a0 from a centre. On a sphere of radius 1.5 a0 the potential varies over a range of 0.0128 Ry, but its average, 0.0559 Ry, matches the centre value, 0.0558 Ry. This number belongs to one arrangement and should not be compared with the cavity potential above, which is an ensemble average. The centre value fluctuates from one arrangement to the next, and for random orientations it averages to nearly zero.

Such fluctuations matter for solvation. With fixed molecular densities, inserting a net charge Z into an existing cavity costs

ΔF = −kT ln⟨exp(−ZV/kT)⟩ = Z⟨V⟩ − Z²(⟨V²⟩ − ⟨V⟩²)/(2kT) + …

where the averages are over the liquid around the uncharged cavity. The cavity potential computed above belongs to the linear term. The quadratic term is the solvent's response and can be large. Neither contains Θ, since V at the centre is independent of it in every configuration. If the molecules also polarize electronically, that adds a further response energy.

**Why the mean step is still added in periodic calculations**

In a periodic cell the zero of V is a convention, and a common choice is to set the cell average of V to zero. This choice pushes the space between the molecules down. For N molecules in a cell of volume Ω, without orientational order and without overlap, the void lies at

V_void = +(4π/3)(N/Ω)Θ,

which is negative. For a cubic lattice of orientation-averaged ammonia molecules at the density above, a reciprocal-space sum, damped by a Gaussian smoothing of width 0.4 a0, gives −0.2525 Ry in the void. Referring this to vacuum means adding the mean step, here +0.2562 Ry:

−0.2525 + 0.2562 = 0.0037 Ry.

Of this remainder, 0.0034 Ry is the overlap of density tails, as a direct sum shows. The other 0.0003 Ry comes from the smoothing and disappears as its width goes to zero.

So the step belongs in your redox calculation, as the shift between two zeros of potential. It cancels an offset that is already contained in the level from the cell. If you read the step by itself as work done on the ion, you keep one of two large terms and drop the other.

The cancellation requires consistency. The step must come from the same description of the molecules, since Θ differs between descriptions. The density must match too. If the step belongs to bulk density n but the cell holds N/Ω, an error

−(4π/3)(n − N/Ω)Θ

remains in V. For a cell that should hold 64 molecules and holds 63, this is 0.256/64 = 0.004 Ry in the example. The ion's own charge, the compensating background and the periodic images need separate corrections.

**When the mean step is felt, and when the argument weakens**

A probe whose density is uniform over the liquid, interiors included, has the volume average of V as its first-order electrostatic energy. A fast electron described by a plane wave is such a probe, with the sign reversed for its negative charge. For it the mean step is the relevant quantity.

An ion in close contact lies between the limits. As solvent molecules approach, their density tails reach the ion and a part of the Θ term returns. In the example, with isotropic molecules, that part is 0.0002 Ry at the cavity centre if nitrogen sites begin at 6.5 a0. If they began at 4 a0 it would be 1.5 % of 0.256 Ry, about 0.004 Ry. An ion of finite size sees more: a charged shell of radius 1.5 a0 would feel 0.0003 and 0.009 Ry in the two cases. At such distances exchange, repulsion and charge transfer also matter, and a rigid ion in an empty cavity is no longer an adequate picture.

The numerical output below lists the values used here.

Table of computed values

```
NH3, PBE/aug-cc-pVDZ, chosen geometry; V for unit positive charge
N-H distance (chosen): 1.9 a0
H-N-H angle (chosen): 107 degrees
volume per molecule (chosen): 270 a0^3
number density n: 0.003704 a0^-3
dipole p, N towards H: 0.5791 e a0
nuclear second moment: 10.830 e a0^2
electronic <r^2> sum: 27.347 a0^2
Theta about N: -16.517 e a0^2
axial 3Q_aa - Theta: -4.175 e a0^2
surface and wall peak <cos> (chosen): 0.10 
surface and wall peak <P2> (chosen): 0.05 
surface profile and order width (chosen): 2.0 a0
second-moment part of step: 0.2562 Ry = 3.49 eV
surface dipole part of step: -0.0135 Ry
step, formula: 0.2427 Ry
step, direct Poisson integration: 0.2428 Ry = 3.30 eV
aligned dipole layer matching Theta part: 4.75 a0
centre shift towards H: 1.0 a0
Theta part, shifted centre: 0.2742 Ry
dipole part, shifted centre: -0.0315 Ry
fraction of Theta part within 4 a0 of N: 0.985 
averaged molecular V at 1 a0: 2.24695 Ry
averaged molecular V at 2 a0: 0.50000 Ry
averaged molecular V at 4 a0: 0.00683 Ry
averaged molecular V at 6 a0: 0.00022 Ry
cavity radius to N sites (chosen): 6.5 a0
wall order decay length (chosen): 2.0 a0
cavity wall dipole term: -0.01078 Ry
cavity wall quadrupole term: -0.00238 Ry
cavity overlap-tail term: 0.00016 Ry
cavity wall sum, formula: -0.01301 Ry
cavity wall sum, direct Coulomb: -0.01302 Ry
cavity centre relative to vacuum: -0.0265 Ry = -0.36 eV
twin dressing shell radius (chosen): 2.0 a0
twin dressing shell charge: 4.129 e
twin molecule: mean step: -0.0135 Ry
twin molecule: cavity wall sum: -0.01302 Ry
point-charge model: charge on H: 0.2731 e
point-charge model: Theta: 2.958 e a0^2
point-charge model: mean step: -0.0594 Ry = -0.81 eV
point-charge model: cavity wall sum: -0.01177 Ry
cubic cell edge: 6.463 a0
void V, zero-mean cell: -0.2525 Ry
void V from overlap tails alone: 0.0034 Ry
void V after adding mean step: 0.0037 Ry
ion test: distance of six molecules: 8.0 a0
ion test: shell radius: 1.5 a0
ion test: V at centre: 0.05583 Ry
ion test: V averaged on shell: 0.05588 Ry
ion test: spread of V on shell: 0.01282 Ry
```
